# Harmonic susceptibilities from real-time Berry-phase dynamics: extraction and error analysis

## Definitions and conventions

Consider a crystal of parallel chains with cell length \(a\) and cross-section \(S\) per chain. Each cell has a site of energy \(+m\) at \(x=0\) and one of energy \(-m\) at \(x=a/2\). The real hoppings \(t_1\) and \(t_2\) alternate. The lower band is filled in both spin channels. Electrons are independent, and local-field corrections are left out.

With Bloch states \(e^{ikx}u_k\), the Hamiltonian for \(u_k\) is

\[
H(k)=\begin{pmatrix}m&f\\ f^*&-m\end{pmatrix},\qquad
f=t_1e^{ika/2}+t_2e^{-ika/2}.
\]

Its eigenvalues are \(\pm\Delta/2\), with

\[
\Delta^2=4(m^2+t_1^2+t_2^2+2t_1t_2\cos ka).
\]

The site positions impose \(u_{k+2\pi/a}=\mathrm{diag}(1,-1)\,u_k\). The field-free valence and conduction states are \(v_0,c_0\), and \(A_{nm}=i\langle n|\partial_k m\rangle\).

The electron charge is \(-e\), so the field energy is \(+eEx\), where \(x\) acts as \(i\partial_k\). The field \(E(t)=E_0\sin\omega t\) starts at \(t=0\). It equals \(E_\omega e^{-i\omega t}+\text{c.c.}\) with \(E_\omega=iE_0/2\). After the transients,

\[
P(t)=\sum_n p_ne^{-in\omega t},\qquad
\chi^{(2)}(-2\omega;\omega,\omega)=\lim_{E_0\to0}\frac{p_2}{\varepsilon_0E_\omega^2}.
\]

## Polarization and field coupling on a mesh

For the evolving occupied state \(v_k\), with both spins counted,

\[
P=-\frac{2e}{2\pi S}\,\phi,\qquad \phi=\oint i\langle v|\partial_kv\rangle\,dk .
\]

Let \(\delta\) be the mesh spacing. Since \(\langle v_k|v_{k+\delta}\rangle\simeq1-i\delta\,(i\langle v|\partial_kv\rangle)\), links of \(j\) mesh steps give

\[
\phi_j=-\frac1j\sum_k\operatorname{Im}\ln\langle v_k|v_{k+j}\rangle .
\]

Exchanging the ends of a link reverses its phase. Expanded about its midpoint, the phase is therefore odd in the link length, and \(\phi_j=\phi+Cj^2\delta^2+O(\delta^4)\). The combination \((4\phi_1-\phi_2)/3\) removes the \(\delta^2\) error.

Per spin channel, the energy summed over the mesh is \(\sum_k\langle v_k|H|v_k\rangle+eE\phi/\delta\). Vary one normalized \(v_k\), which belongs to two links of each length:

\[
d\phi_j=-\frac1j\operatorname{Im}\left[
\frac{\langle dv_k|v_{k+j}\rangle}{\langle v_k|v_{k+j}\rangle}
+\frac{\langle v_{k-j}|dv_k\rangle}{\langle v_{k-j}|v_k\rangle}\right].
\]

Conjugating the second fraction reverses the sign of its imaginary part. Hence

\[
\frac{d\phi_j}{\delta}=2\operatorname{Re}\langle dv_k|iD_jv_k\rangle,\qquad
D_jv_k=\frac{1}{2j\delta}\left[\frac{v_{k+j}}{\langle v_k|v_{k+j}\rangle}-\frac{v_{k-j}}{\langle v_k|v_{k-j}\rangle}\right].
\]

The coupling is thus \(ieED\), with \(D=(4D_1-D_2)/3\). For unnormalized states \(D\) is multiplied by \(\langle v_k|v_k\rangle\). Then \(v_k\to c_kv_k\), with any nonzero complex \(c_k\), gives \(Dv_k\to c_kDv_k\), so neither phase nor norm affects the physical motion. On a fine mesh \(Dv=\partial_kv-v\langle v|\partial_kv\rangle\) for normalized states, which differs from \(\partial_kv\) by a multiple of \(v\).

Let the conduction amplitude decay at a phenomenological rate \(\gamma\). The equation to propagate is

\[
i\hbar\partial_tv_k=\left(H-i\hbar\gamma|c_0\rangle\langle c_0|\right)v_k+ieEDv_k .
\]

The damping reduces the norm, but \(P\) uses link phases, which do not depend on it. At weak excitation and without the field, the coherence between the bands decays at \(\gamma\) and the conduction population at \(2\gamma\). The model therefore describes relaxation to the ground state, not pure dephasing.

## Reduction to one amplitude

Write \(v=c_vv_0+c_cc_0\). Up to a common multiple of \(v\), the coefficients obey

\[
\begin{aligned}
i\hbar\dot c_v&=-\tfrac{\Delta}{2}c_v+eE(i\partial_kc_v+A_{vv}c_v+A_{vc}c_c),\\
i\hbar\dot c_c&=\left(\tfrac{\Delta}{2}-i\hbar\gamma\right)c_c+eE(i\partial_kc_c+A_{cc}c_c+A_{cv}c_v).
\end{aligned}
\]

The common multiple cancels from \(z=c_c/c_v\). Using \(\dot z=\dot c_c/c_v-z\dot c_v/c_v\), and the same rule for \(\partial_kz\),

\[
i\hbar\dot z=(\Delta-i\hbar\gamma)z+eE(A_{cv}+iz_{;k}-A_{vc}z^2),
\]

where \(z_{;k}=\partial_kz-i(A_{cc}-A_{vv})z\). Because \(z\) starts at first order, the \(Ez^2\) term starts at third order and does not enter \(\chi^{(2)}\).

Set \(w_1=\hbar\omega+i\hbar\gamma\) and \(w_2=2\hbar\omega+i\hbar\gamma\). Inserting \(e^{\mp i\omega t}\) gives

\[
z_1(\omega)=\frac{eE_\omega A_{cv}}{w_1-\Delta},\qquad
[z_1(-\omega)]^*=-\frac{eE_\omega A_{vc}}{w_1+\Delta}.
\]

At second order the source is \(ieEz_{1;k}\), so

\[
z_2(2\omega)=\frac{ieE_\omega z_1(\omega)_{;k}}{w_2-\Delta},\qquad
[z_2(-2\omega)]^*=\frac{ieE_\omega[z_1(-\omega)_{;k}]^*}{w_2+\Delta}.
\]

Both orders are parts of the same \(z\), which decays at rate \(\gamma\). This is why \(w_2\) contains \(\gamma\), not \(2\gamma\).

## The analytic second-harmonic response

The connection of the normalized state \((v_0+zc_0)/\sqrt{1+|z|^2}\) is

\[
\frac{A_{vv}+2\operatorname{Re}(A_{vc}z)+|z|^2A_{cc}+\operatorname{Re}(iz^*\partial_kz)}{1+|z|^2}.
\]

To second order in the field, its change from \(A_{vv}\) contributes to the integral through

\[
2\operatorname{Re}(A_{vc}z)+\operatorname{Re}(iz^*z_{;k}).
\]

The first-order factor in the denominator's expansion is already quadratic in \(z\); its product with \(2\operatorname{Re}(A_{vc}z)\) is third order. The \(2\omega\) part is

\[
\begin{aligned}
B={}&A_{vc}z_2(2\omega)+A_{cv}[z_2(-2\omega)]^*\\
&+\tfrac i2\left\{[z_1(-\omega)]^*z_1(\omega)_{;k}-z_1(\omega)[z_1(-\omega)_{;k}]^*\right\}.
\end{aligned}
\]

The sum of the two products in braces, taken with a plus sign, is \(\partial_k\{[z_1(-\omega)]^*z_1(\omega)\}\). It integrates to zero over the periodic zone. The second line can therefore be replaced by \(i[z_1(-\omega)]^*z_1(\omega)_{;k}\).

Now split \(A_{vc}A_{cv;k}=\tfrac12\partial_k|A_{cv}|^2+iG\), with \(G\) real. Since \(H(-k)=H(k)^*\), both \(\Delta\) and \(|A_{cv}|^2\) are even in \(k\). Terms with one derivative of either are odd and integrate to zero. The three parts with \(G\) give

\[
\int B\,dk=-(eE_\omega)^2\int GF\,dk,
\]

\[
F=\frac1{(w_1-\Delta)(w_2-\Delta)}+\frac1{(w_1+\Delta)(w_2+\Delta)}-\frac1{(w_1-\Delta)(w_1+\Delta)}.
\]

The first sign is \(i\cdot i=-1\). In the second, the minus sign of \([z_1(-\omega)]^*\) meets the conjugate \(-iG\), again giving \(-1\). In the third, that minus sign meets \(+iG\), giving \(+1\).

To find \(G\), write \(H=\mathbf d\cdot\boldsymbol\sigma\), where \(\boldsymbol\sigma\) are the Pauli matrices, and \(\mathbf n=\mathbf d/|\mathbf d|\). At one chosen \(k\), rotate the axes so that \(\mathbf n=\hat z\), and let \(\zeta=n_x+in_y\). Nearby, to first order in \(\zeta\), \(c_0=(1,\zeta/2)\) and \(v_0=(-\zeta^*/2,1)\). At the chosen point \(A_{cc}=A_{vv}=0\), \(A_{cv}=-i\zeta^{*\prime}/2\) and \(A_{cv;k}=-i\zeta^{*\prime\prime}/2\). Corrections to \(A_{cv}\) are quadratic in the displacement and do not affect this derivative. Thus

\[
G=\tfrac14\operatorname{Im}(\zeta'\zeta^{*\prime\prime})
=-\tfrac14\,\mathbf n\cdot(\mathbf n'\times\mathbf n'')
=-\frac{\mathbf d\cdot(\mathbf d'\times\mathbf d'')}{4|\mathbf d|^3}.
\]

The last step holds because differentiating \(1/|\mathbf d|\) adds vectors that repeat a factor already in the triple product. Here, with \(\theta=ka/2\),

\[
\mathbf d=\left((t_1+t_2)\cos\theta,\,-(t_1-t_2)\sin\theta,\,m\right).
\]

The \(z\) component of \(\mathbf d'\times\mathbf d''\) is \(-(t_1^2-t_2^2)a^3(\sin^2\theta+\cos^2\theta)/8\), and its other components vanish. With \(|\mathbf d|=\Delta/2\),

\[
G=\frac{m(t_1^2-t_2^2)a^3}{4\Delta^3},\qquad
\chi^{(2)}=\frac{2e^3}{2\pi\varepsilon_0S}\int_0^{2\pi/a}GF\,dk .
\]

The response vanishes for \(m=0\) (inversion about a bond centre) and \(t_1=t_2\) (inversion about a site).

### Static and dimer limits

For \(\omega=\gamma=0\), \(F=3/\Delta^2\). If instead \(\omega=0\) at fixed small \(\gamma\), expansion gives \(F\simeq(3/\Delta^2)[1-\tfrac73(\hbar\gamma/\Delta)^2]\). The difference arises because the damping pulls the state towards the field-free ground state, even in a static field.

For \(t_2=0\) the cells are isolated dimers. Half the site-energy difference is \(\mu=m-eEa/4\), and the dipole per electron is a constant minus \((ea/4)\mu/\sqrt{\mu^2+t_1^2}\). Half its second derivative with respect to the field, taken at \(E=0\), is the \(E^2\) coefficient,

\[
\frac{3e^3a^3mt_1^2}{128(m^2+t_1^2)^{5/2}} .
\]

The band formula gives \(e^3G(3/\Delta^2)\) per electron, which is the same expression because \(\Delta=2\sqrt{m^2+t_1^2}\). This fixes the sign and prefactor independently of the dynamics.

## Extraction algorithm

1. Start from \(v_0\) and propagate the equation of motion at fixed \(\omega\).
2. Record \(P(t)-P(0)\) from the link phases. Align each state with its ground state and divide out the initial link phases, so that no branch jump occurs at weak field.
3. Wait many times \(1/\gamma\).
4. Take \(2M+1\) samples spread over one period and solve

\[
\sum_{n=-M}^{M}e^{-in\omega t_j}p_n=P(t_j)-P(0).
\]

5. Divide \(p_2\) by \(\varepsilon_0E_\omega^2\).

The initial value changes \(p_0\) alone. Sample times may be rounded to the time grid, provided the rounded times enter the matrix.

### Error terms

**Transients.** The free first-order solution is proportional to \(e^{-i\Delta t/\hbar-\gamma t}\). If it starts at about the size of the linear response, a cautious estimate of its error in \(p_2\), relative to \(p_2\), is \(e^{-\gamma t}|p_1/p_2|\). This ignores any cancellation between different \(k\) and within the sampling period. The wait must therefore grow as the field is lowered, since \(|p_2/p_1|\propto E_0\).

**Truncation.** For equally spaced samples, harmonics whose indices differ by \(2M+1\) cannot be distinguished. With \(M=2\), \(n=-3\) falls on \(n=2\), and the relative error is \(|p_3/p_2|\), which is proportional to \(E_0\) at weak field. With \(M=4\), the nearest omitted harmonic falling on \(n=2\) is \(n=-7\).

**Finite field.** The next contribution at \(2\omega\) has three factors \(E_\omega\) and one \(E_\omega^*\). The apparent \(\chi^{(2)}\) therefore shifts as \(E_0^2\).

**Discretization.** The derivative has an \(O(\delta^4)\) error. A fourth-order Runge–Kutta step \(\tau\) omits \((-i\Omega\tau)^5/120\) from the free phase factor \(e^{-i\Omega\tau}\), a relative frequency error near \((\Omega\tau)^4/120\).

## Worked example

Take \(a=0.5\) nm, \(S=0.25\) nm², \(t_1=1.2\) eV, \(t_2=0.4\) eV, \(m=0.6\) eV and \(\hbar\gamma=0.1\) eV. The band separation runs from \(2\sqrt{0.6^2+0.8^2}=2.00\) eV to \(2\sqrt{0.6^2+1.6^2}=3.42\) eV. The mesh has 160 points, \(\tau=0.04\) fs and \(E_0=10^6\) V/m. Sampling starts at \(24/\gamma=158\) fs, with \(M=4\).

At \(\hbar\omega=1.0\) eV the extracted amplitudes are \(|p_1|=2.034\times10^{-5}\) and \(|p_2|=3.307\times10^{-9}\) C/m². Since \(|E_\omega|=5\times10^5\) V/m,

\[
|\chi^{(2)}|=\frac{3.307\times10^{-9}}{(8.854\times10^{-12})(5\times10^5)^2}
=1.494\times10^{-9}\ \text{m/V}=1494\ \text{pm/V}.
\]

The propagated values, in pm/V, are:

| \(\hbar\omega\) (eV) | \(\chi^{(2)}\) | modulus |
|---|---|---|
| 0.5 | \(285+22i\) | 286 |
| 1.0 | \(732+1302i\) | 1494 |
| 1.2 | \(-427+605i\) | 740 |
| 1.5 | \(-377+254i\) | 455 |
| 1.7 | \(-530+207i\) | 569 |
| 2.2 | \(-61-245i\) | 253 |

The analytic integral, summed on 4000 uniform \(k\) points, differs from these results by at most \(8\times10^{-6}\) of its modulus. Its undamped static value is 219 pm/V. At 0.5 eV neither \(\hbar\omega\) nor \(2\hbar\omega\) reaches the gap, so the imaginary part comes from the finite \(\gamma\). At 1.0 eV, \(2\hbar\omega\) meets the lower edge of the band separation, where \(\partial_k\Delta=0\) and many \(k\) points are nearly resonant together. The upper edge has the same property, and the modulus rises again at 1.7 eV. At 2.2 eV the one-photon denominator is resonant.

Putting \(2\gamma\) in \(w_2\) would give 953 pm/V at 1.0 eV. The complex difference from the propagated value is 36% of the latter's modulus, so the placement of \(\gamma\) matters near this resonance.

The linear part of the same signal is a second case. The \(\omega\) component of \(2\operatorname{Re}(A_{vc}z)\) gives

\[
\chi^{(1)}=-\frac{2e^2}{2\pi\varepsilon_0S}\int_0^{2\pi/a}|A_{cv}|^2
\left[\frac1{w_1-\Delta}-\frac1{w_1+\Delta}\right]dk .
\]

At 1.0 eV both this integral and the propagation give \(4.588+0.237i\).

### Reading the errors

At 1.0 eV and \(10^6\) V/m, \(|p_1/p_2|\simeq6150\). The transient estimate is \(6150\,e^{-24}\simeq2\times10^{-7}\), small enough for the comparison above. In a run at \(10^7\) V/m, sampling from \(6/\gamma\), \(11/\gamma\) and \(16/\gamma\) changes \(\chi^{(2)}\) by \(1.0\times10^{-1}\), \(5.0\times10^{-4}\) and \(2.7\times10^{-6}\), relative to the value from \(24/\gamma\). The logarithm of the first-to-last ratio is 10.5; a pure \(e^{-\gamma t}\) would give 10. With \(|p_1/p_2|\simeq615\) at this field, the transient estimate gives 1.5, \(1.0\times10^{-2}\) and \(6.9\times10^{-5}\). It is 15 to 25 times too large here, so it errs on the safe side.

At \(4\times10^7\) V/m, the \(M=2\) result differs from the \(M=6\) result by 1.01%, while \(|p_3/p_2|\) is 1.04%. The aliasing rule is approximate here because the sample times are rounded. With \(M=4\) the difference is \(3\times10^{-9}\).

Relative to the \(10^7\) V/m run, the apparent \(\chi^{(2)}\) changes by \(1.64\times10^{-4}\) at \(2\times10^7\) V/m and by \(8.21\times10^{-4}\) at \(4\times10^7\) V/m. Their ratio is 5.00, as a quadratic shift requires: \((16-1)/(4-1)=5\). The shift at \(10^7\) V/m is then \(1.64\times10^{-4}/3\simeq5\times10^{-5}\), and at \(10^6\) V/m it is a hundred times smaller.

For the time step, the largest free frequency is \(\Omega=\Delta/(2\hbar)\simeq2.6\) fs\(^{-1}\), so \((\Omega\tau)^4/120\simeq10^{-6}\). This shifts a 3.4 eV separation by about \(3\times10^{-6}\) eV, or \(3\times10^{-5}\) of the 0.1 eV width. The largest discrepancy in \(\chi^{(2)}\) occurs at 1.7 eV, near the upper two-photon edge. A time-step origin is plausible, but it has not been separated from the mesh error.

The extraction needs a gap, nonzero link overlaps and a field weak enough for the expansion in \(E_0\). A small \(\gamma\) sharpens the resonances, but it lengthens the wait and calls for a finer mesh when the response varies more rapidly with \(k\). Agreement with the two-band integral establishes the numerical extraction for this model; it does not supply the missing bands, local fields or microscopic scattering of a real crystal.

Numbers in the example were calculated in double precision.
